**Curvature and silicon oxidation without stress**

The program tests the result that, at equal oxide thickness x and with stress-free coefficients, silicon recedes faster on a convex cylinder than on a plane and slower on a concave one. Here a is the silicon-surface radius, b the gas-side radius, `lk` = D/k and `lh` = D/h the reaction and gas-transfer lengths, B the parabolic constant, and `alpha` the silicon volume consumed per oxide volume. It asserts that numerical solutions of the radial diffusion equation agree with the resistance formula and with the weak-curvature slopes. It also asserts area conservation, the ordering of silicon consumption at equal time, and the lower bound on convex oxide thickness in the example run. For a = 300 nm and x = 200 nm, the output gives recession ratios to the plane of 1.116 (convex) and 0.775 (concave). In the equal-time run the rod consumes more silicon than the plane, 92.7 against 88.0 nm, but carries thinner oxide, 186 against 200 nm. A compression of 0.22 GPa would cancel the convex advantage at equal thickness, and the viscous estimates for the rod range from 0.35 to 0.83 GPa. Those estimates change the reaction constant alone; with infinite diffusivity and the middle estimate's reaction factor held fixed, the rod would again be faster than the plane, by 14%.

## Numerical verification

```python
# RESULT UNDER TEST: with stress-free diffusion, silicon recedes faster on a
# convex cylinder than on a plane at equal oxide thickness, slower on a concave
# one. The same ordering holds for silicon consumed at equal time.
# a: silicon-surface radius; b: gas-side oxide radius; x = |b-a|; a0: initial a
# side: +1 convex rod, -1 concave hole, 0 plane
# lk = D/k, lh = D/h: reaction and gas-transfer lengths; B: parabolic constant
# alpha: silicon volume consumed per oxide volume; s: silicon recession
# Lengths in nm and times in hours, except in the stress part (SI stresses).
import numpy as np
from scipy.integrate import solve_bvp, solve_ivp, quad
from scipy.optimize import brentq
from scipy.constants import k as k_boltzmann, zero_Celsius

alpha, B, lk, lh = 0.44, 2.0e5, 250.0, 0.5
names = {1: "convex", 0: "plane", -1: "concave"}


def resistance(a, side, x, lk=lk, lh=lh):
    """Total transport resistance times D, referred to the silicon surface."""
    if side == 0:
        return lk + x + lh
    b = a + side * x
    return lk + side * a * np.log(b / a) + lh * a / b


def diffuse(a, side, x, lk=lk, lh=lh):
    """Solve the radial diffusion equation; return flux/(D C*) and C(a)/C*."""
    def rhs(y, f):
        return np.vstack([f[1], -side * f[1] / (a + side * y)])

    def ends(f0, f1):
        return np.array([lk * f0[1] - f0[0], lh * f1[1] - (1 - f1[0])])
    y = np.linspace(0, x, 60)
    guess = np.vstack([0.5 + 0.5 * y / x, np.full_like(y, 0.5 / x)])
    sol = solve_bvp(rhs, ends, y, guess, tol=1e-8, max_nodes=20000)
    assert sol.success
    return sol.y[1, 0], sol.y[0, 0]


# --- resistance formula and ordering against the differential equation
rng = np.random.default_rng(4)
for _ in range(10):
    a_t = rng.uniform(100, 1000)
    x_t = a_t * rng.uniform(0.1, 0.8)
    lk_t, lh_t = rng.uniform(5, 500), rng.uniform(0.5, 50)
    g = {}
    for side in (1, 0, -1):
        g[side] = diffuse(a_t, side, x_t, lk_t, lh_t)[0]
        assert abs(g[side] * resistance(a_t, side, x_t, lk_t, lh_t) - 1) < 1e-5
    assert g[1] > g[0] > g[-1]
# reaction-limited case: curvature makes no difference
g_slow = [diffuse(300.0, sd, 200.0, 1e6, 0.5)[0] for sd in (1, -1)]
assert abs(g_slow[0] / g_slow[1] - 1) < 1e-3

# --- weak-curvature slopes of recession and of thickness growth
a_big, x0 = 1.0e4, 200.0
gp, gm, g0 = (diffuse(a_big, sd, x0)[0] for sd in (1, -1, 0))
slope_v = x0 * (x0 / 2 + lh) / (lk + lh + x0)
slope_v_num = (gp - gm) / (2 * g0) * a_big
assert abs(slope_v_num / slope_v - 1) < 3e-3


def thickness_per_recession(a, side, x):
    ratio = 1.0 if side == 0 else a / (a + side * x)
    return 1 + ratio * (1 - alpha) / alpha


wp = gp * thickness_per_recession(a_big, 1, x0)
wm = gm * thickness_per_recession(a_big, -1, x0)
slope_x_num = (wp - wm) / (2 * g0 / alpha) * a_big
slope_x = slope_v - (1 - alpha) * x0
assert abs(slope_x_num / slope_x - 1) < 3e-3 and slope_x < 0

# --- equal recession: thickness and diffusion path are ordered
for _ in range(2000):
    al = rng.uniform(0.1, 0.95)
    s_t = rng.uniform(0.01, 0.95)
    a_t = 1 - s_t
    b_t = np.sqrt(a_t**2 + (1 - a_t**2) / al)
    assert a_t * np.log(b_t / a_t) < b_t - a_t < s_t / al
    s_t = rng.uniform(0.01, 0.98) * (1 / np.sqrt(1 - al) - 1)
    a_t = 1 + s_t
    b_t = np.sqrt(a_t**2 + (1 - a_t**2) / al)
    assert a_t * np.log(a_t / b_t) > a_t - b_t > s_t / al


# --- equal-time runs: both surfaces are moved by their own velocities
def grow(a0, side, times):
    def rhs(t, q):
        a, b = q
        v = alpha * B / 2 / resistance(a, side, abs(b - a))
        return [-side * v, side * v * (1 - alpha) / alpha * a / b]
    sol = solve_ivp(rhs, (0, times[-1]), [a0, a0], t_eval=times,
                    rtol=1e-10, atol=1e-9)
    assert sol.success
    return sol.y


a0, x_end = 400.0, 200.0
A_lin = 2 * (lk + lh)
t_end = (x_end**2 + A_lin * x_end) / B
times = np.linspace(0, t_end, 60)
x_plane = -A_lin / 2 + np.sqrt(A_lin**2 / 4 + B * times)
s_plane = alpha * x_plane
runs = {}
for side in (1, -1):
    ra, rb = grow(a0, side, times)
    assert np.allclose(rb**2 - ra**2, (a0**2 - ra**2) / alpha,
                       rtol=1e-6, atol=1e-2)
    runs[side] = (side * (a0 - ra), side * (rb - ra))
assert np.all(runs[1][0][1:] > s_plane[1:])
assert np.all(runs[-1][0][1:] < s_plane[1:])
fa, fb = grow(1e6, 1, times)          # nearly flat rod recovers planar growth
assert abs((fb - fa)[-1] / x_end - 1) < 1e-3
a_floor = a0 - s_plane
x_floor = np.sqrt(a_floor**2 + (a0**2 - a_floor**2) / alpha) - a_floor
assert np.all(runs[1][1][1:] > x_floor[1:])

# --- snapshot at equal thickness
a_s, x_s = 300.0, 200.0
R = {sd: resistance(a_s, sd, x_s) for sd in (1, 0, -1)}
v = {sd: alpha * B / 2 * diffuse(a_s, sd, x_s)[0] for sd in (1, 0, -1)}
conc = {sd: diffuse(a_s, sd, x_s)[1] for sd in (1, 0, -1)}
assert conc[1] > conc[0] > conc[-1]

# --- reaction slowdown needed to cancel the convex advantage
T = 900 + zero_Celsius
V_react, V_flow = 0.0125e-27, 0.3e-27    # activation volumes, m^3 (rough)
k_factor = lk / (lk + R[0] - R[1])
g_cancel = diffuse(a_s, 1, x_s, lk / k_factor, lh)[0]
assert abs(g_cancel * R[0] - 1) < 1e-5
sigma_need = -k_boltzmann * T / V_react * np.log(k_factor)
tau_c = 2 * k_boltzmann * T / V_flow


def shear(r, a, side, speed, eta):
    """Signed Eyring shear stress in Pa; speed is silicon recession in nm/h."""
    rate = 2 * side * a * speed * (1 - alpha) / alpha / r**2 / 3600
    return tau_c * np.arcsinh(eta * rate / tau_c)


def normal_stress(a, side, x, speed, eta):
    """Radial stress at silicon in Pa; negative means compression."""
    return quad(lambda r: 2 * shear(r, a, side, speed, eta) / r,
                a + side * x, a)[0]


for side in (1, -1):                  # low viscosity: Newtonian closed form
    eta_low, b_s = 1e8, a_s + side * x_s
    amp = side * a_s * v[side] * (1 - alpha) / alpha / 3600
    newton = 2 * eta_low * amp * (1 / b_s**2 - 1 / a_s**2)
    got = normal_stress(a_s, side, x_s, v[side], eta_low)
    assert abs(got / newton - 1) < 1e-4 and got < 0


def stressed(side, eta):
    """Self-consistent normal stress, k factor and recession speed."""
    def speed(sig):
        lk_sig = lk * np.exp(-sig * V_react / (k_boltzmann * T))
        return alpha * B / 2 / resistance(a_s, side, x_s, lk_sig, lh)
    sig = brentq(lambda z: z - normal_stress(a_s, side, x_s, speed(z), eta),
                 -5e9, 0)
    return sig, np.exp(sig * V_react / (k_boltzmann * T)), speed(sig)


etas = (1e13, 1e14, 1e15)
est = {eta: stressed(1, eta) for eta in etas}
for eta in etas:
    assert -est[eta][0] > sigma_need and est[eta][2] < v[0]
est_concave = stressed(-1, 1e14)
sig_m, fac_m, v_m = est[1e14]
ratio_inf_D = R[0] / (lk / fac_m)     # all diffusion resistance removed

# --- sizes of neglected effects
solubility = 7e-4                     # C*/N, rough
D_ox = B / (2 * solubility)
u_a = v[1] * (1 - alpha) / alpha
peclet = u_a * x_s / D_ox
face_ratio = 1.7                      # k between fast and slow faces, rough
face_effect = R[0] / (lk * face_ratio + lh + x_s)
gamma, shear_modulus = 0.3, 30e9      # N/m and Pa, rough
p_cap = gamma / ((a_s + x_s) * 1e-9)
rate_a = 2 * v_m * (1 - alpha) / alpha / a_s / 3600
relax = shear(a_s, a_s, 1, v_m, 1e14) / rate_a / shear_modulus

print(f"Temperature: {T:.2f} K")
print(f"B: {B:.3g} nm2/h; alpha: {alpha}")
print(f"D/k: {lk} nm; D/h: {lh} nm; linear-parabolic A: {A_lin} nm")
print(f"Snapshot: a = {a_s} nm, x = {x_s} nm")
for sd in (1, 0, -1):
    grow_rate = v[sd] * thickness_per_recession(a_s, sd, x_s)
    print(f"{names[sd]}: diffusion length L = "
          f"{x_s if sd == 0 else sd*a_s*np.log(1+sd*x_s/a_s):.2f} nm")
    print(f"  R = {R[sd]:.2f} nm; C(a)/C* = {conc[sd]:.4f}")
    print(f"  recession {v[sd]:.2f} nm/h; ratio to plane {v[sd]/v[0]:.4f}")
    print(f"  thickness rate {grow_rate:.2f} nm/h; "
          f"ratio {grow_rate/(v[0]/alpha):.4f}")
print(f"Weak-curvature slope, recession: formula {slope_v:.3f} nm, "
      f"numerical {slope_v_num:.3f} nm")
print(f"Weak-curvature slope, thickness rate: formula {slope_x:.3f} nm, "
      f"numerical {slope_x_num:.3f} nm")
print(f"Equal-time run: a0 = {a0} nm, duration {t_end:.4f} h")
print(f"plane: recession {s_plane[-1]:.2f} nm, oxide {x_plane[-1]:.2f} nm")
for sd in (1, -1):
    print(f"{names[sd]}: recession {runs[sd][0][-1]:.2f} nm, "
          f"oxide {runs[sd][1][-1]:.2f} nm")
print(f"Convex stress-free thickness floor: {x_floor[-1]:.2f} nm")
print(f"Floor / planar thickness: {x_floor[-1]/x_end:.4f}")
print(f"k factor that cancels convex advantage: {k_factor:.4f}")
print(f"Reaction activation volume: {V_react*1e27:.4f} nm3")
print(f"Flow activation volume: {V_flow*1e27:.2f} nm3")
print(f"Eyring stress scale: {tau_c/1e9:.4f} GPa")
print(f"Compression needed to cancel: {sigma_need/1e9:.3f} GPa")
for eta in etas:
    sig, fac, speed = est[eta]
    print(f"Convex, viscosity {eta:.0e} Pa s: stress {sig/1e9:.3f} GPa")
    print(f"  k factor {fac:.3f}; recession / plane {speed/v[0]:.3f}")
print(f"Concave, viscosity 1e+14 Pa s: stress {est_concave[0]/1e9:.3f} GPa")
print(f"  k factor {est_concave[1]:.3f}; "
      f"recession / plane {est_concave[2]/v[0]:.3f}")
print(f"Convex / plane, middle viscosity, infinite D: {ratio_inf_D:.3f}")
print(f"C*/N: {solubility:.1e}; oxide advection Peclet number: {peclet:.2e}")
print(f"Face ratio of k: {face_ratio}; slow/fast planar speed: "
      f"{face_effect:.3f}")
print(f"Surface tension {gamma} N/m: capillary pressure {p_cap/1e6:.2f} MPa")
print(f"Shear modulus {shear_modulus/1e9:.0f} GPa: "
      f"relaxation time {relax:.1f} s")
print("checks complete")
```

Output:

```
Temperature: 1173.15 K
B: 2e+05 nm2/h; alpha: 0.44
D/k: 250.0 nm; D/h: 0.5 nm; linear-parabolic A: 501.0 nm
Snapshot: a = 300.0 nm, x = 200.0 nm
convex: diffusion length L = 153.25 nm
  R = 403.55 nm; C(a)/C* = 0.6195
  recession 109.03 nm/h; ratio to plane 1.1163
  thickness rate 192.29 nm/h; ratio 0.8663
plane: diffusion length L = 200.00 nm
  R = 450.50 nm; C(a)/C* = 0.5549
  recession 97.67 nm/h; ratio to plane 1.0000
  thickness rate 221.98 nm/h; ratio 1.0000
concave: diffusion length L = 329.58 nm
  R = 581.08 nm; C(a)/C* = 0.4302
  recession 75.72 nm/h; ratio to plane 0.7753
  thickness rate 364.84 nm/h; ratio 1.6436
Weak-curvature slope, recession: formula 44.617 nm, numerical 44.622 nm
Weak-curvature slope, thickness rate: formula -67.383 nm, numerical -67.409 nm
Equal-time run: a0 = 400.0 nm, duration 0.7010 h
plane: recession 88.00 nm, oxide 200.00 nm
convex: recession 92.72 nm, oxide 186.15 nm
concave: recession 82.11 nm, oxide 221.68 nm
Convex stress-free thickness floor: 177.64 nm
Floor / planar thickness: 0.8882
k factor that cancels convex advantage: 0.8419
Reaction activation volume: 0.0125 nm3
Flow activation volume: 0.30 nm3
Eyring stress scale: 0.1080 GPa
Compression needed to cancel: 0.223 GPa
Convex, viscosity 1e+13 Pa s: stress -0.351 GPa
  k factor 0.763; recession / plane 0.936
Convex, viscosity 1e+14 Pa s: stress -0.590 GPa
  k factor 0.634; recession / plane 0.822
Convex, viscosity 1e+15 Pa s: stress -0.829 GPa
  k factor 0.527; recession / plane 0.718
Concave, viscosity 1e+14 Pa s: stress -1.482 GPa
  k factor 0.319; recession / plane 0.404
Convex / plane, middle viscosity, infinite D: 1.143
C*/N: 7.0e-04; oxide advection Peclet number: 1.94e-04
Face ratio of k: 1.7; slow/fast planar speed: 0.720
Surface tension 0.3 N/m: capillary pressure 0.60 MPa
Shear modulus 30 GPa: relaxation time 111.4 s
checks complete
```
